# Square-root drift velocity of hot electrons cooled by acoustic phonons

Consider electrons of charge $-e$ in one parabolic, isotropic band of mass $m$, in a uniform field of magnitude $E$. The drift velocity $v_d$ is counted positive along the force $eE$. An electron has wave number $k$, speed $v=\hbar k/m$ and energy $\varepsilon=mv^2/2$. The density of states is $g(\varepsilon)\propto\sqrt{\varepsilon}$, $f(\varepsilon)$ is the isotropic part of the occupation, $f'=df/d\varepsilon$, and $\langle X\rangle=\int Xgf\,d\varepsilon/\int gf\,d\varepsilon$. The electrons are non-degenerate. They scatter from acoustic phonons of speed $s$ in a crystal of mass density $\rho$ and volume $V$, held at temperature $T$, through a constant deformation potential $\Xi$. With $\mu_0$ the low-field mobility, the field is measured by $r=\mu_0E/s$.

Within this model, $v_d$ grows as $\sqrt E$ when $r\gg1$, provided that four conditions hold: $v\gg s$, phonon energies are below $k_BT$, the distribution is only weakly anisotropic, and no other scattering matters. The law therefore belongs to a window of fields, whose width depends on the material and the temperature.

The squared matrix element for a phonon of wave number $q$ follows from the strain energy $\Xi\nabla\cdot\mathbf u$. The squared displacement amplitude is $\hbar/(2\rho Vsq)$, and the divergence multiplies it by $q^2$, which gives $\Xi^2\hbar q/(2\rho Vs)$. Emission carries the factor $N_q+1$ and absorption $N_q$, where $N_q$ is the Planck occupation. In emission the electron energy changes by $\hbar^2q^2/2m-\hbar^2kq\cos\theta/m$, where $\theta$ is the angle between $\mathbf k$ and $\mathbf q$. Since $v\gg s$, the phonon energy can be dropped inside the energy delta function. The integral over $\cos\theta$ then gives $m/(\hbar^2kq)$ for $q<2k$ and zero otherwise; absorption gives the same. If each event is weighted by a function $F(q)$ that includes the occupation factors, the golden rule yields

$$\frac{2\pi}{\hbar}\,\frac{\Xi^2\hbar}{2\rho s}\,\frac{2\pi}{(2\pi)^3}\int_0^{2k}q\,q^2\,\frac{m}{\hbar^2kq}F\,dq=\frac Kk\int_0^{2k}q^2F\,dq,\qquad K=\frac{\Xi^2m}{4\pi\rho s\hbar^2}.$$

For the total scattering rate, $F=2N_q+1\simeq2k_BT/(\hbar sq)$ when $\hbar sq\ll k_BT$. The integral of $q$ up to $2k$ is $2k^2$, so the rate is

$$\frac1\tau=\frac{4Kk_BT\,k}{\hbar s}=\frac vl,\qquad l=\frac{\pi\hbar^4\rho s^2}{m^2\Xi^2k_BT}.$$

The mean free path $l$ does not depend on energy. To obtain the momentum-relaxation rate, each event is weighted by one minus the cosine of the scattering angle, which is $q^2/2k^2$ for elastic scattering. Its average over the events is $\int_0^{2k}q^3dq/(2k^2\cdot2k^2)=4k^4/4k^4=1$. The same $\tau$ therefore governs momentum.

Energy exchange has two parts. Spontaneous emission takes energy at the rate found with $F=\hbar sq$:

$$A=\frac Kk\,\hbar s\,\frac{(2k)^4}{4}=4K\hbar s\,k^3=\frac{m^2s^2v^3}{k_BT\,l}.$$

The last form follows from $4Kk_BT/(\hbar s)=\hbar/(ml)$, which is the preceding result divided by $k$, together with $k=mv/\hbar$. Stimulated emission and absorption have equal rates between any two given states, so they carry no net flow when the two states are equally occupied. For small energy steps they produce diffusion in energy. The diffusion coefficient is half the rate-weighted mean square step, found with $F=\tfrac12(\hbar sq)^2(2N_q+1)\simeq k_BT\,\hbar sq$, and it equals $k_BTA$. The upward flux of electrons in energy due to phonons is thus

$$J_{\rm ph}=-gA\left(f+k_BTf'\right).$$

It vanishes for $f\propto e^{-\varepsilon/k_BT}$, as detailed balance requires.

These coefficients were tested by summing the golden-rule rates over $q$ and $\theta$ with a Gaussian delta function of width 0.01, in units $\hbar=m=k=k_BT=1$ with $s=0.001$. The ratios of sum to formula were 0.9999 for the rate, 0.9999 for momentum relaxation, 0.996 for $A$ and 1.000 for the diffusion coefficient.

The drift follows from the steady Boltzmann equation. To first order in the anisotropy, the anisotropic part is $f_1=-eE\tau v_zf'$, with $z$ along the force. With $\tau=l/v$ and the angular average $v_z^2\to v^2/3$,

$$v_d=-\frac{eEl}{3}\,\frac{\int vg f'\,d\varepsilon}{\int gf\,d\varepsilon}=\frac{2eEl}{3m}\left\langle\frac1v\right\rangle .$$

The second form comes from integration by parts. The product $vg$ is proportional to $\varepsilon$, so its derivative is $vg/\varepsilon=2g/(mv)$, and the boundary terms vanish.

Suppose first that collisions between electrons are frequent enough, compared with energy loss to the lattice, to keep $f$ a Maxwellian at a temperature $T_e=xT$, yet rare enough, compared with acoustic scattering, to leave $f_1$ as given above. They conserve the total momentum and energy of the electrons. Let $a=\sqrt{2k_BT_e/m}$, with $a_0$ its value at $T$. The Maxwellian averages are

$$\langle v^n\rangle=a^n\frac{\Gamma[(n+3)/2]}{\Gamma(3/2)},\qquad \left\langle\frac1v\right\rangle=\frac{2}{\sqrt\pi\,a},\qquad \langle v^3\rangle=\frac{4a^3}{\sqrt\pi}.$$

At $T_e=T$ the drift formula gives the low-field mobility, and since $a\propto\sqrt x$ the heated electrons drift more slowly than Ohm's law predicts:

$$\mu_0=\frac{4el}{3\sqrt\pi\,ma_0}=\frac{4el}{3\sqrt{2\pi mk_BT}},\qquad v_d=\frac{\mu_0E}{\sqrt x}.$$

The power lost per electron is $P=-\int J_{\rm ph}d\varepsilon/\int gf\,d\varepsilon$, because a flux in energy changes the total energy at a rate equal to its integral. For the Maxwellian, $f'=-f/(k_BT_e)$, hence $P=\langle A\rangle(1-1/x)$. In the steady state this equals the power $eEv_d$ supplied by the field:

$$\frac{e\mu_0E^2}{\sqrt x}=\frac{4}{\sqrt\pi}\,\frac{m^2s^2a_0^3x^{3/2}}{k_BT\,l}\left(1-\frac1x\right).$$

Now substitute $l=3\sqrt\pi\,ma_0\mu_0/(4e)$ and $ma_0^2=2k_BT$. The right side becomes

$$\frac{16e}{3\pi}\,\frac{ms^2a_0^2}{k_BT\,\mu_0}\sqrt x\,(x-1)=\frac{32es^2}{3\pi\mu_0}\sqrt x\,(x-1).$$

Multiplying both sides by $\mu_0\sqrt x/(es^2)$ leaves a quadratic equation, whose root with $x\ge1$ is the physical one:

$$x(x-1)=\frac{3\pi}{32}r^2,\qquad x=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}r^2}\right].$$

For $r\ll1$, $x\simeq1+3\pi r^2/32$ and $v_d\simeq\mu_0E(1-3\pi r^2/64)$, which is Ohm's law with its first correction. For $r\gg1$, $x\simeq\sqrt{3\pi/32}\;r$, and

$$v_d=\frac{rs}{\sqrt x}\;\to\;C\sqrt{\mu_0sE},\qquad C=\left(\frac{32}{3\pi}\right)^{1/4}=1.357.$$

The exponent can be read from the balance directly. A typical speed $v$ gives a collision time $l/v$, so the drift scales as $E/v$ and the heating as $E^2/v$. The acoustic loss of electrons much hotter than the lattice scales as $v^3$. Equating the two gives $v\propto\sqrt E$, and hence $v_d\propto E/v\propto\sqrt E$.

The limit is approached slowly. Differentiating $\ln x+\ln(x-1)=2\ln r+\text{const}$ gives $d\ln x/d\ln r=2(x-1)/(2x-1)$. Since $\ln v_d=\ln r-\tfrac12\ln x+\text{const}$, the local exponent is

$$\frac{d\ln v_d}{d\ln E}=1-\frac{x-1}{2x-1}=\frac{x}{2x-1}.$$

Electrons at three times the lattice temperature still show $3/5$.

If collisions between electrons are negligible, $f$ is not Maxwellian and must be found. Each electron gains energy at the rate $eEv_z$, so the field drives the flux $J_E=eE\,g\,\overline{v_zf_1}=-(e^2E^2lv/3)\,gf'$, where the bar is the angular average. In the steady state no electrons enter or leave at the ends of the energy axis, so the total flux $J_{\rm ph}+J_E$ vanishes at every energy:

$$A\left(f+k_BTf'\right)+\frac{e^2E^2lv}{3}f'=0 .$$

Divide by $A$, use $m^2v^2=2m\varepsilon$, and put $y=\varepsilon/k_BT$. Then

$$\frac{d\ln f}{dy}=-\frac{1}{1+\beta/y}=-1+\frac{\beta}{y+\beta},\qquad \beta=\frac{e^2E^2l^2}{6ms^2k_BT}=\frac{3\pi}{16}r^2 .$$

The last equality uses $e^2l^2=9\pi m^2a_0^2\mu_0^2/16=9\pi mk_BT\mu_0^2/8$. Integration gives

$$f\propto e^{-y}\left(1+\frac y\beta\right)^{\beta}.$$

For small $\beta$ this is the Maxwellian at the lattice temperature. For large $\beta$, the expansion $\beta\ln(1+y/\beta)\simeq y-y^2/2\beta$ gives $f\propto e^{-y^2/2\beta}$. Typical values are then $y\sim\sqrt\beta\ll\beta$, which justifies the expansion. The tail falls faster than that of a Maxwellian with the same mean energy. With the substitution $t=y^2/2\beta$ in the lower integral,

$$\langle y^{-1/2}\rangle=\frac{\int_0^\infty e^{-y^2/2\beta}dy}{\int_0^\infty\sqrt y\,e^{-y^2/2\beta}dy}=\frac{\tfrac12\sqrt\pi\,(2\beta)^{1/2}}{\tfrac12(2\beta)^{3/4}\,\Gamma(3/4)}=\frac{\sqrt\pi}{\Gamma(3/4)(2\beta)^{1/4}} .$$

At low field this average is $2/\sqrt\pi$, so $v_d=\mu_0E\,(\sqrt\pi/2)\langle y^{-1/2}\rangle$. Inserting $2\beta=3\pi r^2/8$,

$$v_d\to\frac{\pi}{2\Gamma(3/4)}\left(\frac{8}{3\pi}\right)^{1/4}\sqrt{\mu_0sE}=1.230\sqrt{\mu_0sE}.$$

The exponent is unchanged, and the Maxwellian prefactor is larger by 10%. The exponent thus follows from the scaling of heating and loss with speed, while the prefactor depends on the shape of the distribution.

A Monte Carlo simulation of electron paths, with Planck occupations and the full phonon energies, tests this solution without assuming a distribution or weak anisotropy. For $k_BT/ms^2=200$ it gives $v_d/s=2.49$ at $r=5$ and 5.23 at $r=20$. The kinetic solution gives 2.52 and 5.38, and the Maxwellian balance 2.77 and 5.93. The simulated values are uncertain by about 1%. The simulation has no collisions between electrons and sides with the kinetic solution, to within about 4%.

The conditions on phonon energy and anisotropy limit the window. The largest phonon that an electron can exchange has $q\simeq2k$ and energy $2mvs$. Requiring this to be less than $k_BT$ gives $8ms^2\varepsilon<(k_BT)^2$. Hot electrons also have $\varepsilon\gg k_BT$, and both can hold only if $k_BT\gg8ms^2$. The anisotropy leads to a similar condition. At high field the balance gives $v_d/a\to(32/3\pi)^{1/2}s/a_0=1.84\,s/a_0$, which does not fall with field and is small only if $k_BT\gg ms^2$.

Beyond the upper limit, where most phonons exchanged have energies far above $k_BT$, $N_q$ is negligible. Momentum relaxation then has $F=q^2/2k^2$, and its rate $(K/k)(2k)^5/(10k^2)$ scales as $v^2$, while the loss still scales as $v^3$. The drift is $v_d\propto E/v^2$, and the balance $E^2/v^2\propto v^3$ gives $v\propto E^{2/5}$ and $v_d\propto E^{1/5}$. With acoustic phonons alone, the exponent therefore passes through one half and continues to fall.

Electrons injected at low density into high-purity silicon at 20 K provide a demanding example. The inputs are rough typical values: $m=0.32$ electron masses, $s=9.0$ km/s, $\rho=2.33$ g/cm³ and $\Xi=9$ eV. The quasi-elastic formulas then give $l\simeq1.5$ µm and $\mu_0=1.43\times10^5$ cm²/Vs, so that $r=1$ is reached at only 6.3 V/cm. With the full phonon energies, the low-field mobility at this temperature would be about 12% higher; $r$ is defined here with the quasi-elastic value. At 40 V/cm,

$$r=\frac{14.28\ \mathrm{m^2/Vs}\times4000\ \mathrm{V/m}}{9000\ \mathrm{m/s}}=6.35,\qquad x=\frac12\left[1+\sqrt{1+1.178\times6.35^2}\right]=3.98 .$$

The electron temperature in the balance is then $3.98\times20=80$ K, and the drift velocity is $6.35\times9000/\sqrt{3.98}$ m/s, or $2.86\times10^6$ cm/s. The asymptotic law gives $1.357\sqrt{6.35}\times9000$ m/s, or $3.08\times10^6$ cm/s, which is 8% above the balance. The power per electron is $1.15\times10^8$ eV/s. These balance values illustrate the formulas. At an injected density of $10^{10}$ cm⁻³, electrons exchange energy with each other far more slowly than they lose it to the lattice, by a factor of about 2000 at 40 V/cm and a few hundred at 10 V/cm. They cannot maintain a Maxwellian, so the kinetic solution is the appropriate one of the two.

The simulation was repeated for silicon, first with acoustic phonons alone and then with three effective intervalley phonons. These have energies of 12, 19 and 60 meV and rough couplings of 0.5, 1 and 12 in units of $10^8$ eV/cm, summed over final valleys. The lattice temperature and all other parameters were held fixed. Velocities are in $10^6$ cm/s:

| $E$ (V/cm) | balance | kinetic | acoustic simulation | with intervalley |
|---|---|---|---|---|
| 10 | 1.17 | 1.08 | 1.14 | 1.15 |
| 20 | 1.89 | 1.73 | 1.70 | 1.73 |
| 40 | 2.86 | 2.61 | 2.33 | 2.52 |

Between 20 and 40 V/cm the exponents are 0.60 for the balance, 0.59 for the kinetic solution, 0.46 for the acoustic simulation and 0.55 with intervalley phonons. The simulated velocities are uncertain by about 0.01 in the units of the table, and the simulated exponents by about 0.02. The last two lie near one half, but they do not confirm the law, because its conditions are not met. The ratio $k_BT/ms^2$ is 11.7, so $k_BT$ is only about 1.5 times $8ms^2$, and there is hardly any window. At the kinetic mean energy of 10.3 meV, the largest phonon energy is 3.5 meV against $k_BT=1.72$ meV.

The size of this effect can be estimated. The next term of the Planck factor is $2N_q+1\simeq(2k_BT/\hbar sq)[1+(\hbar sq/k_BT)^2/12]$. In momentum relaxation the bracket is averaged with weight $q^3$, for which the mean of $q^2$ is two thirds of its largest value. The relaxation rate therefore rises by $(3.49/1.72)^2/18\simeq0.23$. When the lattice's own diffusion term is neglected, a momentum mean free path $l'$ with unchanged loss $A$ gives $v^4\propto E^2l'$ and $v_d\propto El'/v\propto l'^{3/4}$. The expected reduction is $1-1.23^{-3/4}$, about 14%. The acoustic simulation lies 11% below the kinetic solution. The estimate agrees in sign and rough size, but it is not a full account of the difference. Averaged over the whole kinetic distribution, the Planck correction alone lowers the drift by about 18%. The remaining corrections from the finite phonon energy act in the opposite direction and raise it by about 11%. The anisotropy lowers it by only about 2%, although the ratio of drift to rms speed in the kinetic solution is 0.25. At 10 V/cm the simulation lies 4 to 6% above the kinetic solution, within its uncertainty. The higher low-field mobility noted above acts in this direction, but the separate contributions at this field were not isolated.

Intervalley phonons matter as well. A Maxwellian at 80 K would lose 1.8 times as much power to them as the balance assigns to acoustic phonons. Adding the phonon near 47 meV that this set omits would raise the ratio to about 2.1, without changing the tabulated velocities. In the simulation they lower the mean energy at 40 V/cm from 10.2 to 8.0 meV, yet the drift velocity rises by 8%. Slower electrons scatter less often from acoustic phonons, and here this outweighs the extra loss of momentum in intervalley events.

The isotropic mass is a further simplification. For a field along $\langle111\rangle$ all conduction valleys of silicon are equivalent, and the masses $m_l$ and $m_t$ along and across a valley axis can be included at fixed scattering time. The drift then contains $1/m_c=(1/m_l+2/m_t)/3$ in place of $1/m$. The loss is proportional to the mean $q^2$, which is twice the mean $k^2$ for isotropic scattering, and so to $\bar m=(m_l+2m_t)/3$. The balance becomes $x(x-1)=(3\pi/32)\,r^2m^2/(m_c\bar m)$, with $v_d=(m/m_c)\,rs/\sqrt x$. With $m_l=0.92$ and $m_t=0.19$ electron masses, the velocity at 40 V/cm rises by a factor 1.26. This changes the number more than the choice between the two distributions does.

Silicon devices mostly work near room temperature and contain dopants, whereas the example needs injected carriers because the donors freeze out at 20 K. Its mobility, of order $10^5$ cm²/Vs, is of the size expected for very pure cold silicon. Ionized impurities at $10^{12}$ cm⁻³ would add less than 1% to the momentum-relaxation rate at the mean energy reached at 40 V/cm, and 1.5 to 3% at 10 V/cm; ordinary doping is many orders of magnitude higher. At an injected density of $10^{10}$ cm⁻³ degeneracy is negligible, and the mean energy is below 1% of the gap, far from band-to-band impact ionization. At 300 K the same parameters give an acoustic mobility of 2460 cm²/Vs, above the roughly 1400 cm²/Vs of real lightly doped silicon. Acoustic loss alone would then put the electrons at $3T$ in a field of 1.65 kV/cm. A Maxwellian at that temperature, however, would lose roughly 50 times as much power to intervalley phonons as to acoustic ones. The assumption that acoustic phonons carry away the heat thus fails badly, and the square-root law should not be used to extrapolate electron velocities in room-temperature silicon. It applies to fields with $r\gg1$ at which typical electrons still satisfy $8ms^2\varepsilon<(k_BT)^2$, which requires $k_BT\gg8ms^2$, and only while acoustic phonons dominate both the momentum relaxation and the energy loss. The remaining values are listed in the numerical output.

## Numbers as computed

```
prefactor C, heated Maxwellian: 1.3574
prefactor C, kinetic solution: 1.2304
ratio of prefactors: 1.103
exponent at r = 1e4, Maxwellian / kinetic: 0.5000 / 0.5000
golden-rule sum / formula, rate: 0.9999
same, momentum relaxation: 0.9999
same, energy drift: 0.9961
same, energy diffusion: 1.0001
Maxwellian loss, full / formula: 0.9994
Te/T at r = 10, full / formula: 5.952 / 5.950
test at kT/(m s^2) = 200: r, v/s Monte Carlo, kinetic, Maxwellian
  5  2.494  2.524  2.770
  20  5.232  5.383  5.932
SILICON inputs: T = 20 K, m = 0.32 m_e, s = 9.0 km/s
density = 2.33 g/cm3, Xi = 9.0 eV
intervalley phonon 12 meV, coupling 0.5e8 eV/cm
intervalley phonon 19 meV, coupling 1.0e8 eV/cm
intervalley phonon 60 meV, coupling 12.0e8 eV/cm
kT = 1.723 meV, m s^2 = 0.1474 meV, kT/(m s^2) = 11.69
mean free path l = 1503 nm
acoustic mobility mu0 = 1.428e+05 cm2/Vs
field s/mu0 where r = 1: 6.30 V/cm
velocities in 1e6 cm/s: E (V/cm), r, asymptotic law (Maxwellian C),
  balance, kinetic, MC acoustic only, MC with intervalley
  10  1.59  1.54  1.17  1.08  1.14  1.15
  20  3.17  2.18  1.89  1.73  1.70  1.73
  40  6.35  3.08  2.86  2.61  2.33  2.52
exponent from 20 to 40 V/cm: balance, kinetic, MC acoustic, MC all
  0.60  0.59  0.46  0.55
AT 40 V/cm: Te/T = 3.980, Te = 79.6 K
power per electron, balance: 1.15e+08 eV/s
kinetic asymptote: 2.79 e6 cm/s
mean energy (meV): kinetic 10.32, MC acoustic 10.19, MC all 8.02
largest phonon energy 2mvs at mean energy: 3.49 meV
drift / rms speed, kinetic: 0.245
energy gained per mean free path eEl: 6.01 meV
intervalley / acoustic power, Maxwellian at Te: 1.76
anisotropic masses (0.92, 0.19), <111>: v changes by factor 1.263
impurity / acoustic rate at 1e+12 cm-3: 0.003
injected density 1e+10 cm-3 / band density: 2.1e-08
mean energy / gap (rough 1.17 eV): 0.0088
zero-field MC mean energy: 1.528 kT
300 K: acoustic mobility 2458 cm2/Vs, l = 100 nm
300 K: field for Te = 3T by acoustic loss alone: 1653 V/cm
300 K: intervalley / acoustic power there: 54
```
